Rode iteration for electron mobility limited by polar-optical phonons

Take the rate at which electrons scatter off optical phonons, invert it, call the result a relaxation time and compute the mobility. For the oxide film treated below this gives 200 cm²/Vs. The Boltzmann equation with the same scattering rates gives 312 cm²/Vs, so the shortcut is 36% too low. It treats every collision as if it erased the electron's direction. Polar-optical scattering favours small angles, and much of the forward motion survives.

For elastic scattering the cure is to multiply the rate by one minus the cosine of the scattering angle. Here that is only a rough approximation, because the electron leaves the collision with a different energy and therefore a different remaining path. The paths at different energies must be found together, and Rode iteration does this.

**A ladder of three energies**

An electron starts with energy E and speed v. Let Λ(E) be its mean total displacement along its initial direction, counted until all memory of that direction is lost. Phonons of energy ω take it to E + ω or E − ω at rates W₊ and W₋, with mean scattering cosines c₊ and c₋. The total rate is ν = W₊ + W₋.

The first flight contributes v/ν on average. The electron then moves to E ± ω with probability W±/ν. From there it travels Λ(E ± ω) along its new direction, of which the fraction c± lies along the old one. Hence

Λ(E) = v/ν + (W₊/ν) c₊ Λ(E+ω) + (W₋/ν) c₋ Λ(E−ω).

The example has a band mass of 0.2 electron masses, ω = 50 meV and a temperature of 300 K. On the energies 25, 75 and 125 meV the inputs are:

25 meV: v = 0.2097 nm/fs, W₊ = 24.86 /ps, c₊ = 0.3954
75 meV: v = 0.3632 nm/fs, W₊ = 22.21 /ps, W₋ = 96.42 /ps, c₊ = 0.5482, c₋ = 0.3954
125 meV: v = 0.4689 nm/fs, W₊ = 20.62 /ps, W₋ = 118.49 /ps, c₋ = 0.5482

At 25 meV emission is impossible, since the electron has less than one phonon energy. To close the ladder by hand, electrons that leave 125 meV upward are counted as lost.

The total rates are 24.86, 118.63 and 139.11 /ps. The first flights v/ν are 8.435, 3.062 and 3.371 nm. With the coefficients Wc/ν worked out, the equations (in nm) are

Λ₀ = 8.435 + 0.3954 Λ₁
Λ₁ = 3.062 + 0.3214 Λ₀ + 0.1026 Λ₂
Λ₂ = 3.371 + 0.4669 Λ₁.

Start from zero and insert each set of values on the right to get the next:

iterate 1: 8.435, 3.062, 3.371
iterate 2: 9.65, 6.12, 4.80
iterate 3: 10.85, 6.65, 6.23

Iterate 1 contains out-scattering alone. Each later iterate adds the flight after one more collision. The limit follows by eliminating Λ₀ and Λ₂ from the middle equation:

Λ₁ = 6.118 + 0.175 Λ₁, so Λ₁ = 7.42 nm, Λ₀ = 11.37 nm, Λ₂ = 6.83 nm.

Dividing by v gives relaxation times τ = Λ/v of 54.2, 20.4 and 14.6 fs. The full ladder of 16 energies gives 54.4, 20.7 and 16.4 fs, so the cut harms mainly the top rung. The out-scattering values are 40.2, 8.4 and 7.2 fs. Of these three energies, 75 meV has the largest relative gain: an electron there soon emits a phonon, keeps 40% of its direction on average, and then enjoys the long flight at 25 meV.

The number 0.175 also sets the pace on this short ladder. Each collision changes the rung by one, so an error on the middle rung passes to the outer rungs and back, and shrinks by 0.175 every two steps. The full calculation shows the same two-step rhythm. Its mobility rises by 54.0, 34.7, 10.7 and 7.2 cm²/Vs in successive steps, and the ratios two steps apart are 0.20 and 0.21. They rise slowly afterwards, to about 0.25 by step 30, so the last digits take longer than the first steps suggest.

**The rates and cosines**

From here on formulas are in Hartree atomic units (ħ = e = electron mass = 1). The band is isotropic and parabolic, E = k²/2m, and one phonon mode of fixed frequency ω stays in thermal equilibrium.

The electron-phonon coupling M_q follows from electrostatics. A static charge pattern with Fourier component ρ_q displaces the phonon oscillator and lowers its energy by |M_q|²|ρ_q|²/ω. For two electrons the cross terms of |ρ_q|² count each q twice, so their interaction changes by −2|M_q|²/ω per Fourier component. This must turn the Coulomb interaction 4π/(ε∞Vq²), screened by the fast electrons of the solid, into the fully screened 4π/(ε_sVq²). With κ = 1/ε∞ − 1/ε_s,

2|M_q|²/ω = 4πκ/(Vq²), so |M_q|² = 2πωκ/(Vq²).

The golden rule for absorption, with phonon number N = 1/(e^(ω/kT) − 1), is

S₊ = 2π Σ_k' |M_q|² N δ(E' − E − ω).

Replace the sum by V/(2π)³ ∫ k'² dk' 2π ∫ dx, where x is the cosine of the scattering angle, and use k' dk' = m dE':

S₊ = ωκ m k' N ∫ dx/q², with q² = k² + k'² − 2kk'x.

Write a = k² + k'² and b = 2kk'. Since a ± b = (k ± k')², the integral from −1 to 1 is

∫ dx/(a − bx) = (1/b) ln[(a+b)/(a−b)] = L/(kk'), with L = ln[(k+k')/|k−k'|].

Therefore S₊ = (ωκ/v) L N. Emission has N + 1 in place of N and k' taken at E − ω.

For the mean cosine, write x = [a − (a − bx)]/b:

∫ x dx/(a − bx) = (1/b)(2aL/b − 2).

Dividing by the previous integral, 2L/b, gives

c = (k² + k'²)/(2kk') − 1/L.

With y = b/a < 1 one has L = artanh y, so c = 1/y − 1/artanh y. This is positive because artanh y > y. It is below 1 because it averages a cosine over a spread of angles. The formula is symmetric in k and k', which is why 0.3954 and 0.5482 each appear twice in the ladder.

From 25 to 75 meV, k'/k = √3. Then L = ln(2.732/0.732) = 1.317 and c = 1.1547 − 0.7593 = 0.3954, as listed. For the rate, introduce the coupling constant α = κ√(m/2ω), here 1.025. Since v = √(2E/m), the prefactor ωκ/v equals αω√(ω/E). With N = 0.1690, and 50 meV corresponding to 76.0 /ps,

S₊ = 1.025 × 76.0 × 1.414 × 1.317 × 0.1690 = 24.5 /ps.

The listed 24.86 /ps contains a further factor 1.015, which comes from the Pauli principle.

**From the Boltzmann equation to the ladder**

Let a weak uniform force φ act along z. In the steady state

φ ∂f/∂k_z = Σ_k' [S(k'→k) f'(1−f) − S(k→k') f(1−f')].

Set f = f₀ + δ, where f₀ is the Fermi function, and keep first order in δ. This assumes more than a weak field. Phonons of one fixed frequency move an electron only along its own ladder, so they cannot restore the thermal balance between ladders that a steady field disturbs. Other processes, such as collisions between electrons, are assumed to maintain that balance without adding appreciably to the momentum loss. Without them the steady mobility can differ from the value computed here, even in a weak field. The right side becomes

Σ_k' { δ'[S(k'→k)(1−f₀) + S(k→k')f₀] − δ[S(k→k')(1−f₀') + S(k'→k)f₀'] }.

In equilibrium each process balances its reverse:

S(k'→k) f₀'(1−f₀) = S(k→k') f₀(1−f₀').

Use this to eliminate S(k'→k), and write S for S(k→k'). The bracket multiplying δ becomes

S(1−f₀')[1 + f₀/(1−f₀)] = S(1−f₀')/(1−f₀) ≡ W.

The bracket multiplying δ' becomes

S f₀(1−f₀')/f₀' + S f₀ = S f₀/f₀'.

Now write δ = φ w Λ_z with w = −∂f₀/∂E = f₀(1−f₀)/kT. The in-scattering term is then φ S f₀(1−f₀')Λ_z'/kT, which equals φ w W Λ_z'. The field term is φ ∂f₀/∂k_z = −φ w v_z. Cancelling −φw leaves

Σ_k' W (Λ_z − Λ_z') = v_z.

By symmetry Λ_z = Λ(E) cos θ, with θ the angle between k and z. Averaging over the azimuth of the scattering turns cos θ' into x cos θ. The result is the ladder equation, now valid for a degenerate gas too:

νΛ(E) = v + W₊c₊Λ(E+ω) + W₋c₋Λ(E−ω).

Elastic scattering keeps the energy, so its in- and out-terms combine into one momentum-relaxation rate, which is added to ν.

The mobility is drift velocity divided by force. With density n and density of states D = (2m)^(3/2)√E/(2π²), spin included, the angular average of cos²θ gives 1/3:

μ = (1/3n) ∫ D v w Λ dE.

**The algorithm**

1. Divide ω into a whole number of cells and place energies at the cell midpoints. Then E ± ω falls on another grid point, no interpolation is needed, and each starting energy has its own ladder.
2. Stop the grid where w is negligible. Here the top is 0.8 eV, about 31 kT.
3. Compute v, W±, c± and ν. Set emission to zero below ω.
4. Start from Λ = 0 and repeat Λ ← [v + W₊c₊Λ(E+ω) + W₋c₋Λ(E−ω)]/ν until the change is negligible.
5. Insert the result in the discretized equation and evaluate νΛ − ΣWcΛ' − v.

Let q be the largest value of ΣWc/ν on the grid. Every c is below 1, so q < 1. Subtracting the exact equation from the iteration shows that each step multiplies the largest error by at most q. The iteration therefore converges, the solution on the grid is unique, and after s steps the error in Λ is at most q^s times the largest Λ. Here q = 0.759, which bounds the error after ten steps by 6% of the largest Λ. The mobility does better: after ten steps it is within 0.05% of its limit.

Every c is also positive. Iterate 2 therefore exceeds iterate 1, and a larger input gives a larger output, so the sequence rises throughout. For this unscreened coupling the out-scattering mobility is thus a lower bound on the converged one.

**What the converged number establishes**

The film has ε∞ = 4, ε_s = 9 and 10¹⁷ electrons per cm³. The mobility runs through 200.0, 254.0, 288.7, 299.4 and 306.6 cm²/Vs and converges to 311.6 cm²/Vs (about 7325 atomic units), 1.56 times the first iterate. The largest residual is 2 × 10⁻¹³ relative to v, and a direct linear solution of every ladder gives the same mobility. Halving the number of cells changes it by 9 × 10⁻⁵ of its value, and the remaining grid error is about 0.02 cm²/Vs. The gap between first and last iterate is thus not a numerical error.

A small residual proves that the algebra was solved, not that the equation was right. Two tests address the equation. Random flights, started from the thermal distribution and with angles drawn from the 1/q² law, give 312.5 ± 3.6 cm²/Vs (one standard error) without solving any linear system. For a degenerate gas of 3 × 10¹⁹ cm⁻³, the solution was put back into the original Pauli-blocked collision integral at three energies. It balances the field term to within 7 × 10⁻⁷ of that term.

In that degenerate gas the converged mobility is 2.62 times the first iterate. Without screening, this case tests the method and does not describe a film.

**Low temperature**

For kT ≪ ω in a dilute gas, one might expect in-scattering to vanish along with the phonons. It does not. An electron of energy E ≪ ω waits long for a phonon, absorbs it, and emits one almost at once. The brief flight at E + ω is negligible, so Λ(E+ω) ≈ cΛ(E). Inserting this in the equation at E, where ν = W₊, gives

νΛ(E) = v + νc²Λ(E), so Λ(E) = (v/ν)/(1 − c²).

Let r = E/ω. Then k/k' = √(r/(1+r)), which gives L = 2 arsinh√r. The rate αω√(ω/E)LN becomes

ν = 2αωN arsinh(√r)/√r ≈ 2αωN(1 − r/6).

Also (k² + k'²)/(2kk') = coth L, so c = coth L − 1/L ≈ L/3 ≈ 2√r/3, and c² ≈ 4r/9. To first order

τ ≈ [1 + r/6 + 4r/9]/(2αωN).

The mobility weights τ with E^(3/2)e^(−E/kT), for which the mean energy is 5kT/2. Hence

first iterate: μ ≈ [1 + (5/12)kT/ω]/(2αωNm)
converged: μ ≈ [1 + (55/36)kT/ω]/(2αωNm).

The relative gap is (10/9)kT/ω and closes only linearly with temperature. At 20 K, where kT/ω = 0.0345, the law predicts 3.8% and the calculation gives 3.7%. The two computed slopes, 0.40 and 1.48, lie 3% below 5/12 and 55/36, as terms of next order in kT/ω allow. The law describes optical phonons alone. In real samples at such temperatures these phonons are so rare that impurities and other scattering normally limit the mobility.

At fixed density the ratio of converged to first mobility is 1.35 at 200 K, 1.56 at 300 K and 1.75 at 400 K. The converged mobility itself falls from 980 to 312 to 174 cm²/Vs. A fixed correction factor would therefore distort the temperature dependence.

**Beside a real indium oxide film**

The parameters are rough values for polycrystalline In₂O₃, with its several polar modes merged into one. The density is low for such films, many of which hold 10¹⁸ cm⁻³ or more. Good films have measured room-temperature mobilities of roughly 100 cm²/Vs, well below the model. Such values are normally Hall mobilities, while 312 cm²/Vs is a drift mobility. The model's Hall factor at this density is about 1.27, so its Hall mobility is near 400 cm²/Vs and the gap is wider still. Changing one thing at a time, ionized impurities at the electron density lower 312 to 269 cm²/Vs, and momentum loss at 100 nm grains lowers it to 280. Static screening raises it to 339, an overestimate of the effect. The long-wavelength form is too strong at the momentum transfers involved: a wavevector-dependent static response gives about 330. With a plasma energy of 13 meV, far below ω, the carriers also respond too slowly: random-phase screening at the phonon frequency gives about 318. The mode energy matters more: 40 meV gives 218 and 60 meV gives 455 cm²/Vs, with mass and dielectric constants held fixed. The weak-coupling polaron mass is 17% above the band mass in the form 1 + α/6 and 21% above it in the form 1/(1 − α/6); at α ≈ 1 the two forms already differ. In a dilute gas τ scales as m^(−1/2) and μ as m^(−3/2), so using that mass throughout would lower μ by 21 to 24%. Barriers at grain boundaries are left out and would lower it further.

The assumption of sharp energies between collisions is under strain. The collision rate averaged over the current corresponds to 35 meV, more than kT = 26 meV and not far below ω. The resulting shift of the mobility is not computed here, so 312 cm²/Vs is the solution of the stated model and not a forecast for a film. Averaged over the current, Λ is 11.6 nm and kΛ is 5.5. This is above 1, but not by a wide margin, and single flights are shorter than Λ, so the picture of travelling waves is only moderately secure. In an amorphous oxide k no longer labels the states, and that picture needs separate justification. The field must also be weak: at 0.01 MV/cm (1 V across 1 µm) an electron gains about 12 meV over this average Λ, nearly half of kT, and linear response can no longer be taken for granted. The numerical output lists most of the values used here.

Numbers as computed

```
Band mass (electron masses): 0.2
eps_inf, eps_static: 4.0, 9.0; kappa: 0.1389
Phonon energy: 50.0 meV; T: 300 K
Electron density: 1.0e+17 cm^-3
kT: 25.85 meV; Bose occupation N: 0.1690
Froehlich alpha: 1.025
Chemical potential from band edge: -80.0 meV
Occupation at band edge: 0.0433
Grid: 401 cells per phonon energy, 16 rungs, top 0.800 eV
Ladder: E meV | v nm/fs | W_abs, W_em 1/ps | c_abs, c_em | tau_first, tau fs
  25.0 | 0.2097 | 24.86, 0.00 | 0.3954, 0.0000 | 40.232, 54.406
  75.0 | 0.3632 | 22.21, 96.42 | 0.5482, 0.3954 | 8.430, 20.698
  125.0 | 0.4689 | 20.62, 118.49 | 0.6106, 0.5482 | 7.189, 16.408
Mobility after iterate 1: 200.0361 cm2/Vs
Mobility after iterate 2: 253.9892 cm2/Vs
Mobility after iterate 3: 288.6737 cm2/Vs
Mobility after iterate 4: 299.4032 cm2/Vs
Mobility after iterate 5: 306.6201 cm2/Vs
Mobility after iterate 10: 311.4610 cm2/Vs
Converged mobility: 311.6050 cm2/Vs = 7324.3 atomic units
Direct ladder solution: 311.6050 cm2/Vs
Iterations to 1e-13: 55; contraction q: 0.7587
Largest relative residual: 2.0e-13
Converged/first mobility: 1.5577
Relative change, 201 to 401 cells: 9.1e-05
Monte Carlo mobility: 312.45 +- 3.57 cm2/Vs
Degenerate test 3e19 cm^-3: Rode 291.20, Monte Carlo 289.14 +- 2.79 cm2/Vs
Degenerate test, converged/first: 2.6163
Collision/field term, largest deviation from 1: 6.6e-07
T 200 K: first 728.65, converged 980.43 cm2/Vs, ratio 1.3456
T 300 K: first 200.04, converged 311.61 cm2/Vs, ratio 1.5577
T 400 K: first 99.52, converged 174.25 cm2/Vs, ratio 1.7508
20 K, dilute: kT/omega 0.03447, converged/first 1.03668
20 K slope, first iterate: 0.4038 (law 0.4167)
20 K slope, converged: 1.4829 (law 1.5278)
With static screening: 338.92 cm2/Vs
Plasma energy: 13.1 meV
With ionized impurities, same density: 269.27 cm2/Vs
With 100 nm grains: 279.63 cm2/Vs
Mode at 40 meV: 218.01; at 60 meV: 454.75 cm2/Vs
Current-weighted energy: 49.9 meV
Mass rise, nonparabolicity 0.5 /eV: 5.0 %
Polaron mass rise alpha/6: 17.1 %
Current-weighted collision broadening: 35.1 meV
Current-weighted mean free path: 11.55 nm
Wavevector times mean free path: 5.53
Energy gained per path at 0.01 MV/cm: 11.55 meV
```
